**Charged vacancy density from a flatband shift**

The program tests $N=\kappa\varepsilon_0|\Delta V|/(2ed)$, where $N$ is the areal density of doubly positive vacancies, $\kappa$ the relative permittivity of hafnia, $\Delta V$ the negative flatband shift and $d$ the distance of the charge sheet from an ideal gate. For $\Delta V=-0.20$ V, $\kappa=20$ and $d=1$ nm, it gives $1.105\times10^{13}$ cm⁻². A finite-volume Poisson solver for the gate stack recovers the shift for two interlayer thicknesses and for charge spread uniformly over the hafnia. The program also asserts the corrections for Thomas-Fermi screening in the gate and for interlayer thinning with fixed interface charge. Quadrature and random placement test the mean and rms potentials of discrete vacancies, a numerical derivative tests the screening length, and a root search tests the occupancy margin. The output shows that free-electron gate screening would lower the inferred density to about $5\times10^{12}$ cm⁻², so the ideal-gate assumption matters greatly. All assertions held.

## Numerical verification

```python
# Result under test: a flatband shift dV caused by a sheet of doubly positive
# vacancies at distance d from an ideal gate, in an oxide of permittivity K,
# implies the areal density N = K*eps0*|dV|/(2*e*d).
# Lengths are in nm, potentials in V, areal densities in nm^-2 (1 nm^-2 = 1e14 cm^-2).
# The independent check solves Poisson's equation in the complete gate stack.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

E_OVER_EPS0 = sc.e / sc.epsilon_0 * 1e9       # V nm
SHIFT, D, K, CHARGE = -0.20, 1.0, 20.0, 2
T_HF, IL_OLD, IL_NEW = 2.0, 1.0, 0.5          # layer thicknesses, nm
K_OX, K_SI, TEMP = 3.9, 11.7, 300.0
DOPING = 1e17                                 # silicon doping, cm^-3
KT = sc.k * TEMP / sc.e                       # eV
DEBYE = np.sqrt(K_SI * sc.epsilon_0 * KT / (sc.e * DOPING * 1e6)) * 1e9


def density(shift=SHIFT, arm=D, kappa=K, charge=CHARGE):
    """Vacancies per nm^2 inferred from a negative flatband shift."""
    return -kappa * shift / (charge * E_OVER_EPS0 * arm)


def flatband(charges, interlayer=IL_NEW, screening=None):
    """Gate voltage that makes the silicon surface potential zero.
    charges: list of (position, elementary charges per nm^2)."""
    h = 0.005
    n_metal = round(1.0 / h) if screening else 0
    oxide_end = T_HF + interlayer
    n_cells = n_metal + round((oxide_end + 20.0) / h)
    mid = (np.arange(n_cells) - n_metal + 0.5) * h
    eps = np.where(mid < 0, 1.0, np.where(mid < T_HF, K,
                   np.where(mid < oxide_end, K_OX, K_SI)))
    metal = np.where(mid < 0, 1 / screening**2 if screening else 0.0, 0.0)
    silicon = np.where(mid > oxide_end, K_SI / DEBYE**2, 0.0)
    total = metal + silicon
    bands = np.zeros((3, n_cells - 1))
    bands[1] = (eps[:-1] + eps[1:]) / h + h / 2 * (total[:-1] + total[1:])
    bands[0, 1:] = -eps[1:-1] / h
    bands[2, :-1] = -eps[1:-1] / h
    fixed = np.zeros(n_cells - 1)
    for position, amount in charges:
        fixed[n_metal + round(position / h) - 1] += E_OVER_EPS0 * amount
    gate = h / 2 * (metal[:-1] + metal[1:])
    gate[0] += eps[0] / h
    solution = solve_banded((1, 1), bands, np.column_stack([fixed, gate]))
    surface = n_metal + round(oxide_end / h) - 1
    return -solution[surface, 0] / solution[surface, 1]


# Main result, interlayer independence and centroid rule
N = density()
v_sheet = flatband([(D, CHARGE * N)])
v_thick = flatband([(D, CHARGE * N)], interlayer=IL_OLD)
nodes = np.arange(1, 400) * 0.005
v_spread = flatband([(z, CHARGE * N / len(nodes)) for z in nodes])
for voltage in (v_sheet, v_thick, v_spread):
    assert abs(voltage - SHIFT) < 1e-6
assert abs(N * 1e14 / 1.1e13 - 1) < 0.02

# Gate screening: free-electron estimate for a rough metallic density
N_METAL = 5e22                                # cm^-3
n_si = N_METAL * 1e6
fermi = sc.hbar**2 * (3 * np.pi**2 * n_si)**(2 / 3) / (2 * sc.m_e)
lam = np.sqrt(2 * sc.epsilon_0 * fermi / (3 * sc.e**2 * n_si)) * 1e9


def electron_density(energy):
    return (2 * sc.m_e * energy)**1.5 / (3 * np.pi**2 * sc.hbar**3)


step = 1e-4 * fermi
dos = (electron_density(fermi + step) - electron_density(fermi - step)) / (2 * step)
lam_numeric = np.sqrt(sc.epsilon_0 / (sc.e**2 * dos)) * 1e9
assert abs(lam / lam_numeric - 1) < 1e-6
SMALL_LAM = 0.01
arm_tf = D + K * lam
N_tf = density(arm=arm_tf)
v_tf = flatband([(D, CHARGE * N_tf)], screening=lam)
# The grid step is about one twelfth of the screening length.
assert abs(v_tf / SHIFT - 1) < 0.005

# Fixed interface charge and a thinner interlayer
FIXED = 5e11                                  # elementary charges per cm^2
fixed_nm = FIXED / 1e14
thin_shift = E_OVER_EPS0 * fixed_nm * (IL_OLD - IL_NEW) / K_OX
v_old = flatband([(T_HF + IL_OLD, fixed_nm)], interlayer=IL_OLD)
v_new = flatband([(T_HF + IL_NEW, fixed_nm)])
assert abs(v_new - v_old - thin_shift) < 1e-6
N_thin = density(shift=SHIFT - thin_shift)

# Discrete vacancies with their images in a hafnia half-space
Z = T_HF + IL_NEW
strength = CHARGE * E_OVER_EPS0 / (4 * np.pi * K)


def point_potential(r):
    return strength * (1 / np.sqrt(r**2 + (Z - D)**2)
                       - 1 / np.sqrt(r**2 + (Z + D)**2))


mean_quad = N * quad(lambda r: 2 * np.pi * r * point_potential(r), 0, np.inf)[0]
rms_quad = np.sqrt(N * quad(lambda r: 2 * np.pi * r * point_potential(r)**2,
                            0, np.inf)[0])
rms = strength * np.sqrt(2 * np.pi * N * np.log(Z**2 / (Z**2 - D**2)))
assert abs(mean_quad + SHIFT) < 1e-5
assert abs(rms / rms_quad - 1) < 1e-5
rng = np.random.default_rng(7)
RADIUS, TRIALS = 60.0, 4000
samples = np.empty(TRIALS)
for trial in range(TRIALS):
    count = rng.poisson(N * np.pi * RADIUS**2)
    samples[trial] = point_potential(RADIUS * np.sqrt(rng.random(count))).sum()
# A finite disc misses about Z/RADIUS of the mean; the rms has sampling noise.
missing = -SHIFT - samples.mean()
assert 0 < missing < 1.5 * Z / RADIUS * abs(SHIFT)
assert abs(samples.std() / rms - 1) < 0.05

# Margin above the gate Fermi level for one percent neutral vacancies
NEUTRAL = 0.01
margin = KT / 2 * np.log((1 - NEUTRAL) / NEUTRAL)
margin_root = brentq(lambda x: np.exp(-2 * x / KT)
                     / (1 + np.exp(-2 * x / KT)) - NEUTRAL, 0, 1)
assert abs(margin - margin_root) < 1e-9

# Size of the vacancy population and field
MASS_DENSITY, MOLAR_MASS, SLAB = 9.7, 210.5, 0.3
oxygen = 2 * MASS_DENSITY / MOLAR_MASS * sc.N_A  # cm^-3
site_share = N * 1e14 / (oxygen * SLAB * 1e-7)
field = abs(SHIFT) / D * 10                  # MV/cm
BREAKDOWN = 4.0                              # MV/cm, rough

print(f"input flatband shift: {SHIFT:.2f} V")
print(f"input distance of sheet from gate: {D:.1f} nm")
print(f"input hafnia relative permittivity: {K:.0f}")
print(f"input vacancy charge: +{CHARGE} e")
print(f"hafnia thickness: {T_HF:.1f} nm")
print(f"interlayer before and after: {IL_OLD:.1f}, {IL_NEW:.1f} nm")
print(f"interlayer and silicon permittivities: {K_OX:.1f}, {K_SI:.1f}")
print(f"temperature: {TEMP:.0f} K")
print(f"silicon doping: {DOPING:.1e} cm^-3")
print(f"silicon Debye length: {DEBYE:.2f} nm")
print(f"inferred vacancy density: {N*1e14:.3e} cm^-2")
print(f"inferred vacancy density: {N:.4f} nm^-2")
print(f"sheet charge: {CHARGE*N*1e14*sc.e*1e6:.3f} uC/cm2")
print(f"solver shift, thin interlayer: {v_sheet:.6f} V")
print(f"solver shift, thick interlayer: {v_thick:.6f} V")
print(f"solver shift, charge spread over film: {v_spread:.6f} V")
print(f"density if d = 0.5 nm: {density(arm=0.5)*1e14:.3e} cm^-2")
print(f"density if d = 2.0 nm: {density(arm=2.0)*1e14:.3e} cm^-2")
print(f"density if permittivity = 25: {density(kappa=25)*1e14:.3e} cm^-2")
print(f"density if singly positive: {density(charge=1)*1e14:.3e} cm^-2")
print(f"rough hafnia mass density: {MASS_DENSITY:.1f} g/cm3")
print(f"hafnia molar mass: {MOLAR_MASS:.1f} g/mol")
print(f"oxygen site density: {oxygen:.2e} cm^-3")
print(f"share of oxygen sites in {SLAB:.1f} nm slab: {100*site_share:.2f} %")
print(f"gate-side field at flatband: {field:.2f} MV/cm")
print(f"rough breakdown field: {BREAKDOWN:.1f} MV/cm")
print(f"field / rough breakdown field: {field/BREAKDOWN:.2f}")
print(f"rough gate electron density: {N_METAL:.1e} cm^-3")
print(f"free-electron Fermi energy: {fermi/sc.e:.2f} eV")
print(f"Thomas-Fermi length: {lam:.4f} nm")
print(f"effective distance with this screening: {arm_tf:.2f} nm")
print(f"density with this screening: {N_tf*1e14:.2e} cm^-2")
print(f"solver shift with this screening: {v_tf:.4f} V")
print(f"smaller effective screening length: {SMALL_LAM:.2f} nm")
print(f"density with smaller length: {density(arm=D+K*SMALL_LAM)*1e14:.2e} cm^-2")
print(f"assumed fixed interface charge: {FIXED:.1e} e/cm2")
print(f"shift from interlayer thinning: {thin_shift*1000:+.1f} mV")
print(f"density corrected for thinning: {N_thin*1e14:.3e} cm^-2")
print(f"mean vacancy spacing N^(-1/2): {N**-0.5:.2f} nm")
print(f"distance of silicon surface from gate: {Z:.1f} nm")
print(f"mean potential from discrete charges: {mean_quad:.4f} V")
print(f"rms potential fluctuation, formula: {rms*1000:.1f} mV")
print(f"rms potential fluctuation, random trials: {samples.std()*1000:.1f} mV")
print(f"thermal energy: {KT*1000:.2f} meV")
print(f"level margin for 1 % neutral: {margin:.3f} eV")
print(f"level height needed before mean lowering: {margin-SHIFT:.3f} eV")
print("done: every assertion held")
```

It prints:

```
input flatband shift: -0.20 V
input distance of sheet from gate: 1.0 nm
input hafnia relative permittivity: 20
input vacancy charge: +2 e
hafnia thickness: 2.0 nm
interlayer before and after: 1.0, 0.5 nm
interlayer and silicon permittivities: 3.9, 11.7
temperature: 300 K
silicon doping: 1.0e+17 cm^-3
silicon Debye length: 12.93 nm
inferred vacancy density: 1.105e+13 cm^-2
inferred vacancy density: 0.1105 nm^-2
sheet charge: 3.542 uC/cm2
solver shift, thin interlayer: -0.200000 V
solver shift, thick interlayer: -0.200000 V
solver shift, charge spread over film: -0.200000 V
density if d = 0.5 nm: 2.211e+13 cm^-2
density if d = 2.0 nm: 5.526e+12 cm^-2
density if permittivity = 25: 1.382e+13 cm^-2
density if singly positive: 2.211e+13 cm^-2
rough hafnia mass density: 9.7 g/cm3
hafnia molar mass: 210.5 g/mol
oxygen site density: 5.55e+22 cm^-3
share of oxygen sites in 0.3 nm slab: 0.66 %
gate-side field at flatband: 2.00 MV/cm
rough breakdown field: 4.0 MV/cm
field / rough breakdown field: 0.50
rough gate electron density: 5.0e+22 cm^-3
free-electron Fermi energy: 4.95 eV
Thomas-Fermi length: 0.0604 nm
effective distance with this screening: 2.21 nm
density with this screening: 5.01e+12 cm^-2
solver shift with this screening: -0.1999 V
smaller effective screening length: 0.01 nm
density with smaller length: 9.21e+12 cm^-2
assumed fixed interface charge: 5.0e+11 e/cm2
shift from interlayer thinning: +11.6 mV
density corrected for thinning: 1.169e+13 cm^-2
mean vacancy spacing N^(-1/2): 3.01 nm
distance of silicon surface from gate: 2.5 nm
mean potential from discrete charges: 0.2000 V
rms potential fluctuation, formula: 50.1 mV
rms potential fluctuation, random trials: 51.0 mV
thermal energy: 25.85 meV
level margin for 1 % neutral: 0.059 eV
level height needed before mean lowering: 0.259 eV
done: every assertion held
```
